# Cyclotron, plasma and strong-field thermopower masses in a nonparabolic band: a program that tests the result

```python
"""Masses of a degenerate isotropic nonparabolic electron band.

Result under test: the cyclotron mass, the plasma mass and the mass from the
strong-magnetic-field diffusion thermopower all equal k/(dE/dk) at the Fermi
level. For E(1 + alpha E) = k^2/(2m) this is m(1 + 2 alpha E_F).
The zero-field thermopower also depends on the scattering time tau(E).

Atomic units are used inside: k wavevector, E energy from the band edge,
m band-edge mass, alpha nonparabolicity, n density, kT thermal energy.
The InSb inputs are rough measured values, not results of this program.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
KB_EV = const.physical_constants["Boltzmann constant in eV/K"][0]

gap = 0.24 / HARTREE
spin_orbit = 0.80 / HARTREE
edge_mass = 0.014
eps_inf = 16.0

# Momentum matrix element fixed by the band-edge mass, free term included.
level_sum = (2 / gap + 1 / (gap + spin_orbit)) / 3
P = np.sqrt((1 / edge_mass - 1) / (2 * level_sum))
alpha = (1 - edge_mass)**2 * (
    1 / gap + 1 / (gap + spin_orbit) - 1 / (gap + 2 * spin_orbit / 3))


def simple_band(k):
    """Positive root of E(1 + alpha E) = k^2/(2m)."""
    gamma = np.asarray(k)**2 / (2 * edge_mass)
    return 2 * gamma / (1 + np.sqrt(1 + 4 * alpha * gamma))


def kane_band(k):
    """Conduction band of the three-level Kane matrix, by diagonalization."""
    k = np.asarray(k, dtype=float)
    h = np.zeros(k.shape + (3, 3))
    h[..., 1, 1] = -gap
    h[..., 2, 2] = -gap - spin_orbit
    h[..., 0, 1] = h[..., 1, 0] = np.sqrt(2 / 3) * P * k
    h[..., 0, 2] = h[..., 2, 0] = np.sqrt(1 / 3) * P * k
    return np.linalg.eigvalsh(h)[..., -1] + k**2 / 2


def eight_band_top(kvec):
    """Two highest levels of the eight-band Kane matrix for a vector k."""
    sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                      [[1, 0], [0, -1]]], dtype=complex)
    levi = np.zeros((3, 3, 3))
    for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
        levi[a, b, c], levi[a, c, b] = 1, -1
    orbital = np.zeros((4, 4), dtype=complex)
    orbital[0, 1:] = 1j * P * kvec
    orbital[1:, 0] = -1j * P * kvec
    orbital[1:, 1:] = -(gap + spin_orbit / 3) * np.eye(3)
    h = np.kron(orbital, np.eye(2))
    for j in range(3):
        h[2:, 2:] += spin_orbit / 3 * np.kron(-1j * levi[j], sigma[j])
    return np.linalg.eigvalsh(h)[-2:] + kvec @ kvec / 2


def velocity(band, k):
    step = 1e-4 * k
    return (band(k + step) - band(k - step)) / (2 * step)


def cyclotron_mass(band, kf, kz_fraction=0.0):
    """Mass from the period of the orbit dk/dt = -v x B, with B = 1."""
    kz = kz_fraction * kf
    step = 1e-4 * kf

    def motion(_, q):
        x = q[0] + step * np.array([1, -1, 0, 0])
        y = q[1] + step * np.array([0, 0, 1, -1])
        e = band(np.sqrt(x**2 + y**2 + kz**2))
        return [-(e[2] - e[3]) / (2 * step), (e[0] - e[1]) / (2 * step)]

    def crossing(_, q):
        return q[0]
    crossing.direction = -1
    start = [np.sqrt(kf**2 - kz**2), 0.0]
    run = solve_ivp(motion, (0, 2 * np.pi * 0.1), start, method="DOP853",
                    events=crossing, rtol=1e-10, atol=1e-13)
    times = run.t_events[0]
    return (times[1] - times[0]) / (2 * np.pi)


def plasma_mode(band, kf):
    """Plasmon frequency: zero of the random-phase dielectric function."""
    q = 1e-3 * kf
    xr, wr = np.polynomial.legendre.leggauss(40)
    mu, wm = np.polynomial.legendre.leggauss(24)
    k = (kf * (xr + 1) / 2)[:, None]
    weight = (kf * wr / 2)[:, None] * wm * k**2 / (2 * np.pi**2)
    e0 = band(k)
    up = band(np.sqrt(k**2 + q**2 + 2 * k * q * mu)) - e0
    down = e0 - band(np.sqrt(k**2 + q**2 - 2 * k * q * mu))

    def dielectric(w):
        chi = np.sum(weight * (up - down) / ((w - up) * (w - down)))
        return eps_inf - 4 * np.pi * chi / q**2
    return brentq(dielectric, 3 * q * velocity(band, kf), 1.0)


def thermopower(band, kf, kt, tau, field):
    """Magnitude of S_xx in k_B/e from Boltzmann integrals over k."""
    k = np.linspace(0.6 * kf, 1.4 * kf, 6001)
    e, v, ef = band(k), velocity(band, k), band(kf)
    x = (e - ef) / kt
    t = tau(k, e / ef, v)
    turn = field * t * v / k
    base = k**2 * v**2 * t / (12 * np.pi**2 * kt * np.cosh(x / 2)**2)
    base = base * (k[1] - k[0]) / (1 + turn**2)
    sxx, sxy = np.sum(base), np.sum(base * turn)
    axx, axy = np.sum(base * x), np.sum(base * turn * x)
    return (sxx * axx + sxy * axy) / (sxx**2 + sxy**2)


def power_law(r):
    return lambda k, e_ratio, v: e_ratio**r


def thermo_mass(band, kf, tau, strong):
    """Mass defined by S = pi^2 kT m/k_F^2, in units of k_B/e."""
    kt = 0.005 * band(kf)
    field = 1000 * kf / velocity(band, kf) if strong else 0.0
    return thermopower(band, kf, kt, tau, field) * kf**2 / (np.pi**2 * kt)


def close(a, b, tol):
    return abs(a / b - 1) < tol


# Isotropy and reduction of the eight-band matrix.
direction = np.array([0.48, -0.60, 0.64])
direction /= np.linalg.norm(direction)
for size in (0.004, 0.02):
    assert np.allclose(eight_band_top(size * direction), kane_band(size),
                       rtol=0, atol=1e-12)

# Nonparabolicity from diagonalization, extrapolated to the band edge.
k_small = np.array([0.001, 0.002])
e_small = kane_band(k_small)
a_small = (k_small**2 / (2 * edge_mass) - e_small) / e_small**2
alpha_num = ((a_small[0] * e_small[1] - a_small[1] * e_small[0])
             / (e_small[1] - e_small[0]))
assert close(alpha_num, alpha, 1e-3)

print("InSb inputs (rough measured values):")
print(f"gap = {gap*HARTREE:.2f} eV, spin-orbit = {spin_orbit*HARTREE:.2f} eV")
print(f"edge mass = {edge_mass:.3f} m_e, eps_inf = {eps_inf:.0f}")
print(f"alpha, formula = {alpha/HARTREE:.4f} 1/eV")
print(f"alpha, diagonalization = {alpha_num/HARTREE:.4f} 1/eV")
print(f"1/gap for comparison = {1/(gap*HARTREE):.4f} 1/eV")
print("thermopower tests: kT/E_F = 0.005, omega_c tau = 1000")

for n_ang in (1e-8, 1e-7, 1e-6, 3e-6):
    n = n_ang * BOHR**3
    kf = (3 * np.pi**2 * n)**(1 / 3)
    ef = simple_band(kf)
    formula = edge_mass * (1 + 2 * alpha * ef)
    from_density = edge_mass * np.sqrt(
        1 + 2 * alpha * (3 * np.pi**2 * n)**(2 / 3) / edge_mass)
    mc = cyclotron_mass(simple_band, kf)
    wp = plasma_mode(simple_band, kf)
    mp = 4 * np.pi * n / (eps_inf * wp**2)
    ms = thermo_mass(simple_band, kf, power_law(-0.5), True)
    # Tolerances: finite differences; finite q; finite temperature.
    assert close(mc, formula, 1e-6)
    assert close(mc, from_density, 1e-6)
    assert close(mp, formula, 2e-4)
    assert close(ms, formula, 1e-3)
    full = kf / velocity(kane_band, kf)
    assert close(formula, full, 0.08)
    slope = np.pi**2 * KB_EV**2 * ms / (kf**2 * HARTREE) * 1e6
    n_cm = n_ang * (const.centi / const.angstrom)**3
    print(f"n = {n_ang:.0e} 1/A^3 = {n_cm:.0e} 1/cm^3")
    print(f"  k_F = {kf/BOHR:.5f} 1/A, E_F = {ef*HARTREE:.4f} eV")
    print(f"  m(1+2 alpha E_F) = {formula:.5f} m_e")
    print(f"  cyclotron {mc:.5f}, plasma {mp:.5f}, thermo {ms:.5f} m_e")
    print(f"  full Kane band mass = {full:.5f} m_e")
    print(f"  constant-alpha error = {100*(formula/full-1):.2f} %")
    print(f"  plasmon = {wp*HARTREE:.4f} eV, |S|/T = {slope:.4f} uV/K^2")

# Closer tests at one density, on both dispersions.
n = 1e-6 * BOHR**3
kf = (3 * np.pi**2 * n)**(1 / 3)
print("Further results at n = 1e-6 1/A^3:")
for name, band in (("simple", simple_band), ("Kane", kane_band)):
    target = kf / velocity(band, kf)
    tilted = cyclotron_mass(band, kf, 0.6)
    mc = cyclotron_mass(band, kf)
    mp = 4 * np.pi * n / (eps_inf * plasma_mode(band, kf)**2)
    ms = [thermo_mass(band, kf, power_law(r), True) for r in (-0.5, 1.5)]
    assert close(mc, target, 1e-6) and close(tilted, target, 1e-6)
    assert close(mp, target, 2e-4)
    assert all(close(value, target, 1e-3) for value in ms)
    # Zero field gives the same mass if tau is proportional to k/v.
    balanced = thermo_mass(band, kf, lambda k, e, v: k / v, False)
    assert close(balanced, target, 2e-3)
    print(f"{name}: k/v = {target:.5f} m_e")
    print(f"  cyclotron k_z=0: {mc:.5f}, k_z=0.6k_F: {tilted:.5f} m_e")
    print(f"  plasma {mp:.5f} m_e")
    print(f"  thermo r=-1/2: {ms[0]:.5f}, r=3/2: {ms[1]:.5f} m_e")
    print(f"  zero field, tau ~ k/v: {balanced:.5f} m_e")

ef = simple_band(kf)
u = 1 + 2 * alpha * ef
for r in (-0.5, 0.0, 1.5):
    apparent = thermo_mass(simple_band, kf, power_law(r), False)
    ratio = 1 + 2 * (1 + alpha * ef) / (3 * u) * (r - 2 * alpha * ef / u)
    assert close(apparent, edge_mass * u * ratio, 3e-3)
    print(f"zero field, r={r:.1f}: mass {apparent:.5f} m_e, ratio {ratio:.4f}")

step = 1e-3 * kf
second = (simple_band(kf + step) - 2 * ef + simple_band(kf - step)) / step**2
assert close(1 / second, edge_mass * u**3, 1e-4)
print(f"curvature mass = {1/second:.5f} m_e, 1+2 alpha E_F = {u:.4f}")
print("all assertions hold")
```

It prints:

```
InSb inputs (rough measured values):
gap = 0.24 eV, spin-orbit = 0.80 eV
edge mass = 0.014 m_e, eps_inf = 16
alpha, formula = 3.7285 1/eV
alpha, diagonalization = 3.7285 1/eV
1/gap for comparison = 4.1667 1/eV
thermopower tests: kT/E_F = 0.005, omega_c tau = 1000
n = 1e-08 1/A^3 = 1e+16 1/cm^3
  k_F = 0.00667 1/A, E_F = 0.0116 eV
  m(1+2 alpha E_F) = 0.01521 m_e
  cyclotron 0.01521, plasma 0.01521, thermo 0.01521 m_e
  full Kane band mass = 0.01520 m_e
  constant-alpha error = 0.05 %
  plasmon = 0.0075 eV, |S|/T = 3.2929 uV/K^2
n = 1e-07 1/A^3 = 1e+17 1/cm^3
  k_F = 0.01436 1/A, E_F = 0.0476 eV
  m(1+2 alpha E_F) = 0.01897 m_e
  cyclotron 0.01897, plasma 0.01897, thermo 0.01897 m_e
  full Kane band mass = 0.01887 m_e
  constant-alpha error = 0.57 %
  plasmon = 0.0213 eV, |S|/T = 0.8850 uV/K^2
n = 1e-06 1/A^3 = 1e+18 1/cm^3
  k_F = 0.03094 1/A, E_F = 0.1623 eV
  m(1+2 alpha E_F) = 0.03094 m_e
  cyclotron 0.03094, plasma 0.03094, thermo 0.03094 m_e
  full Kane band mass = 0.02997 m_e
  constant-alpha error = 3.23 %
  plasmon = 0.0528 eV, |S|/T = 0.3109 uV/K^2
n = 3e-06 1/A^3 = 3e+18 1/cm^3
  k_F = 0.04462 1/A, E_F = 0.2700 eV
  m(1+2 alpha E_F) = 0.04219 m_e
  cyclotron 0.04219, plasma 0.04219, thermo 0.04218 m_e
  full Kane band mass = 0.03989 m_e
  constant-alpha error = 5.75 %
  plasmon = 0.0783 eV, |S|/T = 0.2038 uV/K^2
Further results at n = 1e-6 1/A^3:
simple: k/v = 0.03094 m_e
  cyclotron k_z=0: 0.03094, k_z=0.6k_F: 0.03094 m_e
  plasma 0.03094 m_e
  thermo r=-1/2: 0.03094, r=3/2: 0.03094 m_e
  zero field, tau ~ k/v: 0.03094 m_e
Kane: k/v = 0.02997 m_e
  cyclotron k_z=0: 0.02997, k_z=0.6k_F: 0.02997 m_e
  plasma 0.02997 m_e
  thermo r=-1/2: 0.02997, r=3/2: 0.02997 m_e
  zero field, tau ~ k/v: 0.02997 m_e
zero field, r=-0.5: mass 0.01525 m_e, ratio 0.4928
zero field, r=0.0: mass 0.02274 m_e, ratio 0.7349
zero field, r=1.5: mass 0.04520 m_e, ratio 1.4611
curvature mass = 0.15113 m_e, 1+2 alpha E_F = 2.2101
all assertions hold
```
